# Logarithmic adatom flux near a right-angled corner of a terrace

Atoms land on a flat terrace at a uniform rate \(F\) per unit area, diffuse with diffusivity \(D\), and are absorbed at the edges. Let \(j(r)\) be the net number arriving (arrivals minus thermal emission from the edge) per unit time and unit edge length at distance \(r\) from a corner. In the steady state the density of deposited adatoms is proportional to \(F/D\), and the edge flux is \(D\) times its gradient, so \(D\) cancels. With one terrace size \(a\) and a fixed terrace shape, dimensions permit only

\[
j(r)=F\,r\,g(r/a).
\]

If the corner region forgot the size of the terrace, \(g\) would tend to a constant and the flux would vanish linearly. At a right angle this cannot happen. Such a flux would require a density \((F/D)r^2f(\theta)\), where \(\theta\) runs from 0 on one edge to \(\pi/2\) on the other. The diffusion equation stated below would then demand \(f''+4f=-1\) with \(f(0)=f(\pi/2)=0\). Multiply by \(\sin2\theta\) and integrate by parts twice:

\[
\int_0^{\pi/2}\!(f''+4f)\sin2\theta\,d\theta=\big[f'\sin2\theta-2f\cos2\theta\big]_0^{\pi/2}=0,
\qquad
-\int_0^{\pi/2}\!\sin2\theta\,d\theta=-1 .
\]

The two sides disagree, so \(g\) must keep a dependence on \(r/a\). It proves to be logarithmic:

\[
j(r)=\frac{2F}{\pi}\,r\ln\frac{L}{r}+O(r^3).
\]

The length \(L\) depends on the whole terrace; the coefficient \(2F/\pi\) does not.

The assumptions are these. The terrace occupies the interior of the 90° angle, and its edges are straight near the corner. Diffusion is isotropic. Both edges hold the adatom density \(n\) at the same value \(n_{\rm eq}\), which is what absorbing means here. Desorption, nucleation and the motion of the edges are neglected. The excess density \(u=n-n_{\rm eq}\) is bounded and satisfies

\[
D\nabla^2u=-F,\qquad u=0\ \text{on the edges}.
\]

The diffusion current is \(-D\nabla u\), so the flux into the edge \(\theta=0\) is \(j=(D/r)\,\partial u/\partial\theta\). At \(\theta=\pi/2\) the angle increases towards the edge, and \(j=-(D/r)\,\partial u/\partial\theta\).

Expand the density in functions that vanish on both edges:

\[
u=\sum_{m\ge1}u_m(r)\sin2m\theta,\qquad
u_m=\frac4\pi\int_0^{\pi/2}u\sin2m\theta\,d\theta .
\]

The same projection of the number 1 gives \((4/\pi)(1-\cos m\pi)/(2m)\), which is \(4/(\pi m)\) for odd \(m\) and zero for even \(m\). Projecting the diffusion equation therefore gives

\[
u_m''+\frac{u_m'}r-\frac{4m^2}{r^2}u_m=
\begin{cases}-4F/(\pi mD),&m\ \text{odd}\\0,&m\ \text{even.}\end{cases}
\]

The homogeneous solutions are \(r^{2m}\) and \(r^{-2m}\); boundedness removes the second. For \(m=1\) the source calls for a term in \(r^2\), but \(r^2\) is already a homogeneous solution. Try \(u_1=Ar^2\ln r\) instead. The left side becomes

\[
A\big[(2\ln r+3)+(2\ln r+1)-4\ln r\big]=4A,
\]

so \(A=-F/(\pi D)\). The free multiple of \(r^2\) can be absorbed into a length \(\Lambda\):

\[
u_1=\frac{F}{\pi D}r^2\ln\frac{\Lambda}{r}.
\]

For odd \(m\ge3\), a trial term \(Br^2\) gives \(B(4-4m^2)=-4F/(\pi mD)\), hence

\[
u_m=\frac{F\,r^2}{\pi D\,m(m^2-1)}+c_mr^{2m}.
\]

For even \(m\) there is only \(c_mr^{2m}\). If the wedge extends to radius \(R\), boundedness of \(u\) there keeps \(c_mR^{2m}\) bounded, so the series may be differentiated term by term for \(r<R\).

At \(\theta=0\) each sine has slope \(2m\), and

\[
j=\frac{2F}{\pi}r\left[\ln\frac{\Lambda}{r}+\sum_{m=3,5,\ldots}\frac1{m^2-1}\right]+D\sum_{m\ge2}2m\,c_mr^{2m-1}.
\]

With \(m=2k+1\), the first sum telescopes:

\[
\sum_{k\ge1}\frac1{4k(k+1)}=\frac14\sum_{k\ge1}\left(\frac1k-\frac1{k+1}\right)=\frac14 .
\]

This proves the corner law, with \(L=\Lambda e^{1/4}\). On the other edge the inward slope of mode \(m\) is \(-2m\cos m\pi\), unchanged for odd \(m\) and reversed for even \(m\). Both edges thus have the same \(L\), even on a lopsided terrace, and first differ at order \(r^3\). A terrace that is symmetric about the diagonal of the corner has no even modes, and its remainder starts at \(r^5\).

The strength of the logarithm was tested by direct solution of the hopping problem on a right triangle with legs of 200 and 140 lattice spacings. The hop fluxes at 5 and 15 spacings, averaged over the two edges and increased by the deposition on a strip half a spacing wide (a lattice correction derived below), gave a coefficient of \(0.638F\), against \(2F/\pi=0.637F\).

The logarithm can also be approached from other angles. For a corner of angle \(\alpha<\pi/2\), a scale-free density does exist:

\[
u=\frac{Fr^2}{4D}\left[\frac{\cos(2\theta-\alpha)}{\cos\alpha}-1\right],\qquad
j=\frac{Fr}{2}\tan\alpha .
\]

The cosine term is harmonic, the \(-1\) supplies the source, and the bracket vanishes at \(\theta=0\) and \(\alpha\). The ratio \(j/(Fr)\) is 0.87 at 60°, 2.8 at 80° and 29 at 89°, and it diverges at 90°. The divergence is cancelled by the slowest homogeneous solution, \(r^p\) with \(p=\pi/\alpha\). In a sector closed by an absorbing arc of radius \(R\), the first mode contributes

\[
j_1=\frac{4F}{\alpha}\,r\,\frac{1-(r/R)^{p-2}}{p^2-4}
\;\longrightarrow\;\frac{2F}{\pi}r\ln\frac Rr
\qquad(\alpha\to\pi/2),
\]

because \(p^2-4=(p-2)(p+2)\) and \([1-(r/R)^{\epsilon}]/\epsilon\to\ln(R/r)\) as \(\epsilon\to0\). Beyond 90° the homogeneous term leads, and \(j\propto r^{\pi/\alpha-1}\). At 270°, the angle seen by a terrace that surrounds the corner from outside, this is \(r^{-1/3}\): the flux diverges. The word "right-angled" therefore does not settle the matter until one says on which side of the edge the terrace lies.

An atom balance shows where the extra flux comes from. The two edges together capture, within radius \(R\) of the corner,

\[
2\int_0^Rj\,dr=\frac{4F}{\pi}\left[\frac{R^2}{2}\ln\frac LR+\frac{R^2}{4}\right]
=\frac{2F}{\pi}R^2\left[\ln\frac LR+\frac12\right]
\]

to leading order, while only \(\pi FR^2/4\) lands there. The difference,

\[
I(R)=FR^2\left[\frac2\pi\left(\ln\frac LR+\frac12\right)-\frac\pi4\right],
\]

must flow in through the arc. For a square of side \(a\) and \(R=0.1a\), integrating the current over the arc gives \(0.01242\,Fa^2\), the same as this formula to the digits shown. As \(R\) shrinks, local deposition supplies an ever smaller fraction of the captured atoms, though both amounts tend to zero.

To find \(L\) one must solve for the whole terrace. In a quarter disc of radius \(R_0\) with an absorbing arc, \(u_1(R_0)=0\) gives \(\Lambda=R_0\), so \(L=R_0e^{1/4}=1.284R_0\). A lattice solution with \(R_0\) equal to 200 spacings, evaluated 10 spacings from the corner with the same half-spacing correction, gave \(1.287R_0\).

For a rectangle \(0<x<a\), \(0<y<b\), write \(u=\sum_{n\,\rm odd}Y_n(y)\sin kx\) with \(k=n\pi/a\). Since \(1=\sum_{n\,\rm odd}(4/\pi n)\sin kx\) inside the terrace, \(Y_n''-k^2Y_n=-4F/(\pi nD)\). The solution that vanishes at \(y=0\) and \(y=b\) is

\[
Y_n=\frac{4F}{\pi nDk^2}\left[1-\frac{\cosh k(y-b/2)}{\cosh(kb/2)}\right].
\]

Its slope at \(y=0\) gives the flux into that edge:

\[
j(x)=\frac{4Fa}{\pi^2}\sum_{n\,\rm odd}\frac{1}{n^2}\tanh\frac{n\pi b}{2a}\,\sin\frac{n\pi x}{a}.
\]

Let \(t=\pi x/a\) and split the hyperbolic tangent as \(1-(1-\tanh)\). The first part is \(G(t)=\sum_{n\,\rm odd}\sin(nt)/n^2\). Its derivative follows from \(\sum_{n\,\rm odd}z^n/n=\tfrac12\ln[(1+z)/(1-z)]\) at \(z=e^{it}\), where \((1+z)/(1-z)=i\cot(t/2)\):

\[
G'(t)=\sum_{n\,\rm odd}\frac{\cos nt}{n}=\frac12\ln\cot\frac t2\simeq\frac12\ln\frac2t,
\qquad
G(t)\simeq\frac t2\left(\ln\frac2t+1\right).
\]

In the second part the factor \(1-\tanh\) falls exponentially with \(n\), so \(\sin nt\) may be replaced by \(nt\). The sum is then \(tS\), with

\[
S=\sum_{n\,\rm odd}\frac1n\left(1-\tanh\frac{n\pi b}{2a}\right).
\]

Subtracting it gives

\[
j\simeq\frac{2F}{\pi}x\left[\ln\frac{2a}{\pi x}+1-2S\right],\qquad
L=\frac{2a}{\pi}e^{1-2S}.
\]

For a square, \(L=1.466a\). For a 2:1 rectangle the long and the short edge both give \(L=1.718\) short sides, as the mode argument requires. As \(b\to\infty\) at fixed \(a\), \(S\to0\) and \(L\to2ea/\pi\): the far end of a long terrace ceases to matter. The remainders also behave as derived. Doubling \(r\) from 0.1 to 0.2 sides of the square multiplies the difference between series and law by 32.0, or \(2^5\). On the long edge of the rectangle, doubling \(r\) from 0.02 to 0.04 short sides multiplies it by 8.00, or \(2^3\).

Consider now a square pit one atomic layer deep, with the terrace as its floor, on a surface like Cu(100), whose fourfold symmetry makes diffusion isotropic. The material values are rough: spacing \(h=0.256\) nm, hopping barrier 0.40 eV and prefactor \(10^{13}\) s\(^{-1}\) per direction. At 400 K the hop rate is \(9.1\times10^7\) s\(^{-1}\), and multiplying by \(h^2\) gives \(D=6.0\times10^6\) nm\(^2\)/s. The chosen deposition rate, a slow 0.001 monolayer per second, is \(F=0.001/h^2=0.01526\) atoms/(nm\(^2\) s). The side is 80 spacings, or 20.48 nm, so \(L=1.4661\times20.48=30.03\) nm. At 1 nm from the corner

\[
j=\frac2\pi(0.01526)(1)\ln(30.03)=0.033\ \text{atoms/(nm s)},
\]

compared with a mean edge flux \(Fa^2/(4a)=0.078\) atoms/(nm s). The net inflow through an arc of radius 1 nm equals 68% of the capture within it. The law lies 0.05% above the full series at a quarter of the side and 1.4% above it at the middle of the edge. In this model, with \(r\) measured from the nearer corner, it therefore describes the whole edge of a square to within 1.5%.

A real surface is a lattice. At 1.024 nm the hopping calculation gives 0.0317 atoms/(nm s), against 0.0336 from the series. The gap has a simple origin. The hop flux into the edge is \(Du(h)/h\) per unit length, and a Taylor expansion from the edge, where \(\partial^2u/\partial y^2=-F/D\), gives

\[
\frac{Du(h)}h\simeq j-\frac{Fh}{2}.
\]

The missing \(Fh/2\) is about 0.002 atoms/(nm s), the deposition on a strip half a spacing wide. One spacing from the corner the lattice value is 14% below the series.

Perfect absorption matters more. Suppose that entering the edge costs an extra barrier \(\Delta E\), which multiplies the last hop rate by \(q=e^{-\Delta E/kT}\). Let \(u_0\) be the density extrapolated to the edge. Then \(j=qDu(h)/h\) with \(u(h)\simeq u_0+jh/D\), and solving for \(j\) gives

\[
j=\frac{Du_0}{d},\qquad d=h\left(e^{\Delta E/kT}-1\right).
\]

Closer to the corner than \(d\) the edges are nearly reflecting, \(u_0\) stays finite, and the flux no longer vanishes. A trial barrier of 0.1 eV gives \(d=4.4\) nm and raises the flux at the corner site from 0.010 to 0.048 atoms/(nm s).

Thermal rounding removes the sharp corner itself. Measure \(x\) and \(y\) from the two straight edges, in spacings. A staircase boundary \(y(x)\) with \(w=-dy/dx\) has entropy \(k\,[(1+w)\ln(1+w)-w\ln w]\) per column, by counting the orders of its steps. Its energy is fixed by its end points, and each site cut off the corner costs \(\mu\). Minimizing the free energy gives

\[
kT\frac{d}{dx}\ln\frac{1+w}{w}=\mu
\;\Rightarrow\; w=\frac1{e^{\lambda x}-1}
\;\Rightarrow\; e^{-\lambda x}+e^{-\lambda y}=1,
\qquad \lambda=\frac{\mu}{kT},
\]

where \(w\to\infty\) at \(x=0\) and \(y\to0\) far away fix the constants. For a square of \(N\) sites per side with edge energy \(\varepsilon\) per site, equilibrium requires \(d(4N\varepsilon)=\mu\,d(N^2)\), so \(\mu=2\varepsilon/N\). In this model the energy is proportional to the edge length and a kink adds one spacing of edge, so at low temperature \(\varepsilon\) equals the kink energy, roughly 0.13 eV here, and the rounding length \(h/\lambda\) is 2.7 nm. The equality of edge and kink energy holds only for nearest-neighbour bonds; on real Cu(100) the edge energy is larger than the kink energy, so this length gives only the scale. Below that distance there is no right angle for the law to describe. With all four corners rounded in this way, capture from the pit floor inside a corner square of side 5.12 nm falls from 0.58 to 0.51 atoms/s on the lattice; the continuum limit gives 0.58 and 0.48. The area cut from that square, on which about 0.15 atoms/s land, now belongs to the upper terrace. A pit that is filling up during deposition need not reach this equilibrium shape.

The largest correction found here concerns what is counted. The pit edge also receives atoms from the upper terrace, which sees its corners at 270°. For a periodic array of such pits, with a repeat distance of two sides and no other sinks, the flux from above at 1.024 nm is 0.30 atoms/(nm s), about nine times the flux from the pit floor. A 0.1 eV barrier to stepping down lowers it only to 0.26 (0.27 in the continuum limit), since the atoms have nowhere else to go. The net arrival from both terraces therefore does not vanish at the corner in this model; the law describes the contribution of the pit floor alone. Thermal adatoms also strike the edge and leave it again. At equilibrium these two flows cancel, so they do not enter \(j\), but each can exceed it: with the rough adatom formation energy of 0.7 eV used below, each is about 0.5 atoms/(nm s) on the pit side. The cancellation needs the same \(n_{\rm eq}\) along the whole edge, and a sharp corner is not the equilibrium shape. If \(n_{\rm eq}\) dips by about a third at the corner and recovers over the rounding length, the net thermal flux one spacing from the corner equals the deposited flux there. Without the barrier, the flux from above falls between 4 and 8 spacings with exponent \(-0.27\) on the lattice and \(-0.28\) in the continuum limit, so this range does not yet show a clean \(-1/3\). With the barrier the exponent there is only about \(-0.10\).

Nor is arrival the same as growth. On a long straight edge where each site has either no kink or a single kink of either sign, with Boltzmann weights 1 and \(e^{-\varepsilon/kT}\), kinks at equilibrium lie on average \(h(1+\tfrac12e^{\varepsilon/kT})\), or about 5.8 nm, apart. Near a rounded corner they are closer together. If atoms travel along the edge until they meet a kink, the growth profile is smeared over roughly the local kink spacing.

On the pit floor, the other neglected effects are small for these numbers. Atoms from the pit floor alone move the edges at a mean speed \(v=Fah^2/4\), or 0.005 nm/s, which gives \(va/D\approx2\times10^{-8}\). In the periodic array each pit collects atoms from an area \(4a^2\), which makes the speed four times larger; the density still follows the moving edges. With a rough desorption energy of 2.5 eV the desorption length is of order \(10^{12}\) nm. The pit holds on average \(1.6\times10^{-5}\) deposited adatoms, so \(u\) and \(j\) are averages over time, not instantaneous profiles. With a rough adatom formation energy of 0.7 eV, about \(10^{-5}\) thermal adatoms are added. Some 0.16 arrivals per deposited monolayer then find another adatom already in the pit. This count omits thermal adatoms emitted after the arrival. Meetings with thermal adatoms can be estimated separately. The mean number of deposited adatoms divided by their arrival rate, 6.2 per second, gives a lifetime of about 2.5 μs, or some 900 hops in all directions. Each site reached holds a thermal adatom with probability \(e^{-0.7\,{\rm eV}/kT}\approx1.5\times10^{-9}\). With about 6200 arrivals per monolayer, such meetings number of order \(10^{-2}\) per monolayer. Nucleation by deposited adatoms in the pit is therefore rare. At fixed temperature and deposition rate, the number of arrivals that find another deposited adatom in the pit grows as \(a^6\), because arrivals scale as \(a^2\) and the mean number present as \(a^4\). Not all such pairs meet before one atom is captured. A much wider pit would nucleate islands, which would act as new sinks and change the terrace that determines \(L\). Without a step barrier, the upper terrace of the periodic array holds about \(1.9\times10^{-4}\) deposited adatoms on average, twelve times as many as the pit. With some 19 000 arrivals there per deposited monolayer, between three and four find another deposited adatom present. The 0.1 eV step barrier raises the population to about \(4.1\times10^{-4}\) and this count to about eight. These are rates at the initial pit size, since in this array the pit is filled after a quarter of a monolayer. Not all such pairs meet, but islands cannot be ruled out there as they can in the pit, and the flux quoted from above assumes that none form.

## Numbers as computed

```
L/side, square: 1.4661
L/short side, 2:1 rectangle, long edge: 1.7177
L/short side, 2:1 rectangle, short edge: 1.7177
L/radius, quarter disc, lattice: 1.2872
L/radius, quarter disc, formula exp(1/4): 1.2840
Coefficient of r ln(L/r), triangle lattice: 0.6384 F
Coefficient 2/pi: 0.6366 F
Remainder ratio on doubling r, square: 32.01
Remainder ratio on doubling r, rectangle: 8.00
Arc inflow/(F side^2), R=0.1 side, quadrature: 0.012424
Arc inflow/(F side^2), R=0.1 side, formula: 0.012424
j/(F r) for a 60 degree corner: 0.866
j/(F r) for a 80 degree corner: 2.836
j/(F r) for a 89 degree corner: 28.645
Spacing: 0.256 nm; side: 20.48 nm; T: 400 K
Hop barrier: 0.4 eV; prefactor: 1e+13 1/s
kT: 0.03447 eV; hop rate per direction: 9.125e+07 1/s
Diffusivity D: 5.980e+06 nm^2/s
Deposition: 0.001 ML/s = 0.01526 atoms/(nm^2 s)
L for the pit: 30.03 nm
Mean edge flux F*side/4: 0.07813 atoms/(nm s)
r (nm) | law | full series | lattice bonds, atoms/(nm s)
0.256 | 0.01185 | 0.01185 | 0.01019
0.512 | 0.02025 | 0.02025 | 0.01842
1.024 | 0.03361 | 0.03361 | 0.03171
2.048 | 0.05342 | 0.05342 | 0.05149
5.120 | 0.08798 | 0.08793 | 0.08599
10.240 | 0.10701 | 0.10552 | 0.10357
Law error at r = 0.25 side: 0.052 %
Law error at r = 0.5 side: 1.412 %
Law at r = 1 nm: 0.03305 atoms/(nm s)
Net inflow share of capture, R=1 nm: 68.4 %
Trial extra edge barrier: 0.1 eV; attachment length: 4.40 nm
Corner-site flux with that barrier: 0.04765 atoms/(nm s)
Kink energy: 0.13 eV; corner rounding length: 2.72 nm
Capture in 5.12 nm corner square, sharp: 0.5800 atoms/s
Same, rounded corner: 0.5103 atoms/s
From above at r = 1.024 nm, no barrier: 0.29694 atoms/(nm s)
Same with 0.1 eV step barrier: 0.26313 atoms/(nm s)
Exponent of flux from above, lattice: -0.268
Kink spacing on the edge: 5.82 nm
Mean edge speed: 0.00512 nm/s; speed*side/D: 1.75e-08
Desorption energy: 2.5 eV; desorption length: 4.3e+12 nm
Mean number of deposited adatoms in pit: 1.58e-05
Adatom formation energy: 0.7 eV; thermal adatoms: 9.45e-06
Upper bound on encounters per monolayer: 0.157
```
